Roughness amplitude tolerated in silicon wafer bonding: an elastic energy estimate

**Problem**

Two thick silicon wafers are brought together without external load. Before they deform, the gap between them is

g(x) = constant − A cos(kx), k = 2π/λ.

The wavelength is λ = 1 µm, and the work of adhesion is W = 0.1 J/m². The stiffness is represented by an isotropic solid with Young's modulus E = 150 GPa and Poisson ratio ν = 0.25, round values on the scale of silicon.

(a) At what amplitude A does the elastic energy of closing the gap equal the work of adhesion?

(b) Does a gap of this amplitude close by itself? If not, what amplitude is required?

(c) How far can the answers be trusted?

**Conventions and assumptions**

A is the peak-to-mean amplitude of the gap, so the peak-to-valley height is 2A and the rms value is A/√2. W is the energy gained per unit area when the two surfaces join, counted once for the pair. If 0.1 J/m² were instead the energy of each free surface, and the joined interface had negligible energy, W would be twice as large.

The wafers are linearly elastic, much thicker than λ, and deform in plane strain. Slopes are small. There is no trapped gas, no particle and no plastic flow. Energies are per unit area of the nominal interface, and angle brackets denote an average over x.

**Solution of (a): the cost of complete closure**

*One surface under a sinusoidal pressure.* Let z ≥ 0 point into one wafer, and let a pressure p cos(kx) act on its surface without shear traction. The stresses follow from an Airy function φ:

σ_zz = ∂²φ/∂x², σ_xx = ∂²φ/∂z², σ_xz = −∂²φ/∂x∂z.

This form satisfies equilibrium. Compatibility requires φ to be biharmonic, and the solution decaying with depth is

φ = (B + Cz) e^(−kz) cos(kx).

At the surface, σ_xz = k(C − kB) sin(kx), which vanishes if C = kB. The normal stress there is −k²B cos(kx). It must equal −p cos(kx), so B = p/k². Differentiation then gives

σ_zz = −p(1 + kz) e^(−kz) cos(kx),

σ_xx = −p(1 − kz) e^(−kz) cos(kx).

In plane strain, Hooke's law for the normal strain is

ε_zz = [(1 + ν)/E] [(1 − ν)σ_zz − νσ_xx]
= −[(1 + ν)p/E] (1 − 2ν + kz) e^(−kz) cos(kx).

The displacement vanishes at great depth, so its surface value is minus the integral of ε_zz over z. Since ∫e^(−kz)dz = 1/k and ∫kz e^(−kz)dz = 1/k,

u_z(0) = [(1 + ν)p/(Ek)] (2 − 2ν) cos(kx) = [2p/(E′k)] cos(kx),

E′ = E/(1 − ν²).

A surface displacement of amplitude a therefore needs the pressure amplitude p = E′ka/2. The stored energy is half the product of final pressure and displacement, averaged over x. With ⟨cos²(kx)⟩ = 1/2 this is

U_one = pa/4 = E′ka²/8.

*Both surfaces.* The two wafers carry the same pressure and have the same stiffness, so each moves by A/2. Their deformations are mirror images. The surfaces therefore do not slide over each other, and friction plays no part. Define the pair modulus by E* = E′/2. Then

U_f = 2 · E′k(A/2)²/8 = E′kA²/16 = E*kA²/8 = πE*A²/(4λ).

The interface traction has amplitude

p₀ = E′k(A/2)/2 = E*kA/2 = πE*A/λ.

It is compressive at the crests, where the gap was narrowest, and tensile at the troughs. Comparing the two results gives U_f = p₀A/4.

*The balance.* Setting U_f = W gives

A_bal = √[4Wλ/(πE*)].

For the stated parameters,

E′ = 150/(1 − 0.0625) = 160 GPa, E* = 80 GPa,

A_bal² = 4 × 0.1 × 10⁻⁶/(π × 80 × 10⁹) = 1.59 × 10⁻¹⁸ m²,

A_bal = 1.26 nm, or 0.89 nm rms.

This answers (a): the balance gives roughly one nanometre. The maximum slope, kA, is about 0.008, so the small-slope assumption holds.

Stiffness has a modest influence. With ν unchanged, E = 130 GPa gives 1.36 nm and E = 190 GPa gives 1.12 nm. This spread indicates how sensitive the answer is to the modulus; it does not replace an anisotropic calculation.

**Solution of (b): partly bonded states**

At A = A_bal the fully bonded pair has the same energy as the separated pair. That comparison omits states in which the crests are bonded and the troughs remain open. Their energy is needed to decide what the wafers do.

*Setting up the contact.* Let the bonded strips occupy |x| < a, repeated with period λ, and define

θ = πx/λ, ψ = πa/λ, c = cos²ψ.

The bonded fraction of the area is 2a/λ = 2ψ/π. Let w(x) be the sum of the two surface displacements into their wafers. The gap is then a constant plus w − A cos(kx).

With no external load the pressure has zero mean:

P(x) = Σ pₙ cos(nkx), n ≥ 1.

The result for one harmonic applies to each n with k replaced by nk, so wₙ = 2pₙ/(E*nk). Differentiating w gives

w′(x) = −(2/E*) Σ pₙ sin(nkx).

Pressure and slope are thus the two parts of one function of u = e^(ikx):

F = Σ pₙuⁿ, Re F = P, Im F = −(E*/2)w′.

F must be analytic for |u| < 1 and vanish at u = 0. In the bonded strips the gap is constant, so w′ = −Ak sin(kx). Since p₀ = E*kA/2, this means Im F = p₀ sin(kx). In the open parts the surfaces carry no traction, so Re F = 0.

*The solution.* These conditions are met by

F = [p₀/(2u)] [u² − 1 + (1 − 2cu + u²)M],

M = (1 + u)/√D, D = (1 + u)² − 4cu,

with √D = 1 at u = 0. To verify this, put u = e^(2iθ). Then

(u² − 1)/(2u) = i sin(kx),

(1 − 2cu + u²)/(2u) = cos(kx) − c,

D = 4u(cos²θ − c).

Hence, on the interface,

F = p₀{i sin(kx) + [cos(kx) − c]M}, M² = cos²θ/(cos²θ − c).

In a bonded strip cos²θ > c, so M is real and Im F has the required value. In an open part cos²θ < c, so M is imaginary and Re F = 0. The zeros of D lie at θ = ±ψ, on the circle |u| = 1, so F is analytic inside it apart from a possible pole at u = 0. The expansion below shows that there is no pole.

The open parts must not overlap. For ψ < θ < π/2, following the root from inside the circle gives M = iN, with N = cosθ/√(c − cos²θ) > 0. The slope of the gap is w′ + Ak sin(kx), which becomes

(2p₀/E*) [c − cos(kx)] N.

Because cos(kx) = cos²θ − sin²θ, the bracket equals (c − cos²θ) + sin²θ and is positive. The gap widens from the edge of the strip to the middle of the trough, and by symmetry it closes again on the other side.

*The elastic energy.* The stored energy is ⟨Pw⟩/2. Pressure acts only in the bonded strips, where w equals A cos(kx) plus a constant. The constant contributes nothing because P has zero mean. Therefore

U_el = (A/2)⟨P cos(kx)⟩ = Ap₁/4.

Only the coefficient of u in F is needed. Write M as

M = [1 − 4cu/(1 + u)²]^(−1/2)

and use (1 − y)^(−1/2) = 1 + y/2 + 3y²/8 + … with y = 4cu(1 − 2u + …). This gives

M = 1 + 2cu + (6c² − 4c)u² + …

Multiplication by 1 − 2cu + u² cancels the linear term. The coefficient of u² is 1 − 4c² + 6c² − 4c, so

(1 − 2cu + u²)M = 1 + (1 − 4c + 2c²)u² + …

Adding u² − 1 removes the constant and leaves (2 − 4c + 2c²)u². Division by 2u shows that F vanishes at u = 0, as required, and that

p₁ = p₀(1 − 2c + c²) = p₀(1 − c)² = p₀ sin⁴ψ.

Since U_f = p₀A/4, the result is

U_el = U_f sin⁴ψ.

A separate numerical contact solution, which finds the pressure directly from the gap condition, gives U_el/U_f = 0.02145, 0.25000 and 0.72855 at bonded fractions of 0.25, 0.50 and 0.75. The formula gives the same values to the digits shown.

*The energy landscape.* Subtracting the adhesion gained over the bonded fraction gives

U(ψ) = U_f sin⁴ψ − 2Wψ/π.

Its slope is

dU/dψ = 4U_f sin³ψ cosψ − 2W/π.

At ψ = 0 the slope is −2W/π, so some bonding at the crests always lowers the energy in this model. At A = A_bal the fully bonded state has U = 0, while a partly bonded state has U < 0. Complete bonding is then not the lowest state.

Let r = W/U_f. Because U_f is proportional to A², a given r corresponds to A = A_bal/√r. Stationary states satisfy

2π sin³ψ cosψ = r.

*Spreading without a barrier.* The left side is largest where its derivative vanishes, 3 sin²ψ cos²ψ = sin⁴ψ. This gives tan²ψ = 3 and ψ = π/3. There sin³ψ cosψ = 3√3/16, so the maximum is

r_free = 3√3π/8 = 2.04.

For larger r the energy falls all the way from separation to complete contact. The corresponding amplitude is

A_free = A_bal/√2.04 = 0.88 nm.

*Complete contact as the lowest state.* For r below 2.04 there are two stationary points. The first, at smaller ψ, is a minimum: the partly bonded resting state. The second is the top of a barrier. The resting state and complete contact have equal energy when

sin⁴ψ − 2rψ/π = 1 − r.

Rearranging gives r(1 − 2ψ/π) = 1 − sin⁴ψ. Inserting the stationary condition for r gives

4 sin³ψ cosψ (π/2 − ψ) = 1 − sin⁴ψ.

The numerical root is ψ = 0.764, which corresponds to r_min = 1.50. As r rises, the energy of complete contact falls faster than that of the resting state, because its bonded fraction is larger. Complete contact is therefore the lowest state for r > r_min, that is, for A below

A_min = A_bal/√1.50 = 1.03 nm.

Direct searches of U(ψ) reproduce both thresholds.

**Table of cases for λ = 1 µm**

| Condition at the limit | A (nm) | rms (nm) | p₀ (MPa) | W/p₀ (nm) |
|---|---:|---:|---:|---:|
| Full contact equals separation | 1.26 | 0.89 | 317 | 0.32 |
| Full contact becomes lowest | 1.03 | 0.73 | 259 | 0.39 |
| Barrier disappears | 0.88 | 0.62 | 222 | 0.45 |

The last column is used in part (c).

The answer to (b) is that a gap with A = 1.26 nm is not expected to close completely by itself. Complete bonding is energetically preferred below about 1.0 nm, and in this model it proceeds without a barrier below about 0.9 nm.

*A gap of 1 nm.* This amplitude lies between the two stricter limits. Its closure energy is

U_f = π × 80 × 10⁹ × (10⁻⁹)²/(4 × 10⁻⁶) = 0.0628 J/m²,

so r = 0.1/0.0628 = 1.59. Starting from separation, the bond spreads until it covers about 50% of the area, where U = −34.3 mJ/m². Complete contact is lower, at −37.2 mJ/m², but the path to it passes through −28.6 mJ/m² at a bonded fraction of 81%. The barrier is 5.7 mJ/m² above the resting state.

This barrier describes strips that widen together along their whole length. A bond that first crosses a trough at one place follows a different path, whose barrier is not calculated here.

Pressing the wafers together can remove the obstacle. A uniform pressure equal to p₀, which is 251 MPa for A = 1 nm, makes the traction of the closed interface compressive or zero everywhere. This pressure is sufficient for closure even without adhesion. With adhesion much less is needed: in this model the troughs of a 1 nm gap snap shut at about 22 MPa, or 0.09 p₀. Over a whole 200 mm wafer these two pressures mean forces of about 8 MN and 0.7 MN, well above the 100 kN or less of ordinary bonding tools, so the remedy is practical only on small areas. After the load is removed the closed state remains a local minimum in this short-range model, because dU/dψ is still −2W/π at ψ = π/2 and reopening initially costs energy.

*Much rougher surfaces.* When r is small, the resting state has small ψ. Then sin³ψ cosψ ≈ ψ³, and

bonded fraction ≈ (2/π)[r/(2π)]^(1/3).

Since r is proportional to A⁻², the bonded fraction falls only as A^(−2/3). Partial adhesion can therefore persist well above the amplitude at which complete bonding is lost. Observing that two wafers stick does not show that their interface is closed.

**Solution of (c): the limits of the estimate**

*Range of the bond.* The partial-contact calculation assigns the full energy W to touching surfaces and none to separated ones. This requires an attraction whose range is short compared with the gap. A simple check uses a constant attractive traction W/δ acting up to a separation δ. Such a bond can hold the troughs at zero gap only if its traction is at least p₀:

δ ≤ W/p₀.

At the simple balance W = U_f = p₀A/4, so this limit is A/4, or 0.32 nm. At the two stricter thresholds it is 0.39 and 0.45 nm. These are molecular distances, so the short-range assumption is marginal for bonds that act through hydrogen bonding or adsorbed water. With a longer range the troughs can open while still attracting each other, and the thresholds shift. With the constant traction used here, the interface can stay at zero gap only for A ≤ Wλ/(πE*δ), which is 0.40 nm for δ = 1 nm. The result is therefore best quoted as about one nanometre for bonds with a range of a few tenths of a nanometre, and as less for longer ranges. The differences between the three amplitudes belong to the short-range model.

*Wavelength.* At fixed W and E*, A_bal grows as √λ. It is 0.40 nm at λ = 0.1 µm and 3.99 nm at λ = 10 µm. Long waves are easier to flatten because the same height is spread over a gentler deformation. At 0.1 µm the allowed bond range A/4 is only 0.1 nm, shorter than an interatomic spacing, so the picture of a fully closed interface with a short-range bond is unreliable there. A single roughness figure without its wavelength does not decide whether wafers will bond.

*Thickness.* For λ = 1 µm and ν = 0.25, the vertical displacement one wavelength below the surface is about 1% of its surface value. The half-space model is therefore suitable for wafers many micrometres thick. When λ is several times the wafer thickness, the wafer bends as a plate and the formula no longer applies.

*Roughness on both wafers.* The amplitude A belongs to the combined gap. If each wafer has amplitude h at the same wavelength and direction, with phase difference α between the two contributions to the gap, then

A = 2h|cos(α/2)|.

When crests face crests, A = 2h, and each wafer may have only half the amplitude in the table. When crests face troughs, the contributions cancel. For random phase the average of A² is 2h², because the average of cos²(α/2) is 1/2.

*Real surfaces.* A measured surface contains many wavelengths and directions. The elastic energies of different harmonics add for complete closure, since their cross terms average to zero, so the balance in part (a) can be extended by summing them. The partial-contact thresholds cannot be combined in this way, because the shape of the bonded region depends on all the harmonics together.

The numerical output below gives the values used here with further digits.

Table of computed values

```
Young's modulus E = 150 GPa, Poisson ratio = 0.25
plane-strain modulus Ep = 160.0 GPa
pair modulus Es = 80.0 GPa
work of adhesion W = 0.10 J/m^2
wavelength = 1.0 um, k = 6.2832e+06 1/m
FE closure energy at A = 1 nm: 0.06283 J/m^2
formula closure energy at A = 1 nm: 0.06283 J/m^2
FE peak traction at A = 1 nm: 251.33 MPa
displacement left at depth lambda: 0.00969 of surface
bonded fraction, elastic energy/U_f: solver, sin^4 law
  0.25  0.02145  0.02145
  0.50  0.25000  0.25000
  0.75  0.72855  0.72855
W/U_f for full contact lowest: 1.5010
  same from landscape search: 1.5010
  tangent point psi = 0.7636 rad
W/U_f for no barrier: 2.0405
  same from landscape search: 2.0405
A_min/A_bal = 0.8162
A_free/A_bal = 0.7001
A_bal = 1.262 nm, rms = 0.892 nm
  peak traction = 317.1 MPa
  largest bond range W/p0 = 0.315 nm
A_min = 1.030 nm, rms = 0.728 nm
  peak traction = 258.8 MPa
  largest bond range W/p0 = 0.386 nm
A_free = 0.883 nm, rms = 0.624 nm
  peak traction = 222.0 MPa
  largest bond range W/p0 = 0.451 nm
A_bal for E = 130 GPa: 1.355 nm
A_bal for E = 190 GPa: 1.121 nm
A_bal for wavelength 0.1 um: 0.399 nm
A_bal for wavelength 10.0 um: 3.989 nm
A = 1 nm: W/U_f = 1.5915
  resting bonded fraction = 0.5042
  resting energy = -34.295 mJ/m^2
  barrier-top bonded fraction = 0.8136
  barrier-top energy = -28.561 mJ/m^2
  barrier height = 5.734 mJ/m^2
  full-contact energy = -37.168 mJ/m^2
```
